# Lattice displacement and the narrowing of hydrogen's tunnelling band

An atomistic calculation with the host atoms held still can supply a tunnelling matrix element $J$ for hydrogen between two neighbouring interstitial sites. Before that number enters a band model, one must decide whether to use it as it stands or to reduce it for the motion of the host. The decision matters because hydrogen pushes its neighbours aside. When it tunnels, the displacements of the surrounding atoms must change too, and the overlap of their two vibrational states multiplies $J$.

Let the host be harmonic, with atoms of mass $M$ and normal modes $\nu$ of frequency $\omega_\nu$ and mass-weighted coordinate $Q_\nu$. Hydrogen on site $i$ exerts forces whose component along the mode is $F_{i\nu}$. The potential energy of one mode is then

$$\frac{\omega^2Q^2}{2}-\frac{F_iQ}{\sqrt M}=\frac{\omega^2}{2}(Q-Q_i)^2-\frac{F_i^2}{2M\omega^2},\qquad Q_i=\frac{F_i}{\sqrt M\,\omega^2}.$$

The frequency is unchanged and the equilibrium point moves. With $Q=\sqrt{\hbar/2\omega}\,(b+b^\dagger)$, define the dimensionless displacement $g_i$ by $Q_i=g_i\sqrt{2\hbar/\omega}$, so that $g_i=F_i/\sqrt{2\hbar M\omega^3}$. The relaxation energy $-\sum_\nu\hbar\omega_\nu g_{i\nu}^2$ is the same on all equivalent sites and is taken as the zero of energy. Apart from the constant zero-point energy,

$$H=-J\sum_{\langle ij\rangle}|i\rangle\langle j|+\sum_i|i\rangle\langle i|\sum_\nu\hbar\omega_\nu(b_\nu^\dagger-g_{i\nu})(b_\nu-g_{i\nu}),$$

where the first sum contains both directions of each hop. Here $J>0$ is assumed independent of the host coordinates. It should therefore be calculated with the host in a configuration that makes the two wells level. If the host is instead relaxed around site $i$, moving hydrogen to $j$ costs

$$\lambda=\sum_\nu\hbar\omega_\nu\Delta_\nu^2,\qquad \Delta_\nu=g_{i\nu}-g_{j\nu},$$

the reorganization energy. At the midpoint between the two relaxed configurations each displacement is halved, so the wells are level at a cost of $\lambda/4$.

The ground state of a mode around $Q_i$ is $(\omega/\pi\hbar)^{1/4}\exp[-\omega(Q-Q_i)^2/2\hbar]$. In the product of two such states, centred at $Q_i$ and $Q_j$, completing the square leaves a normalized Gaussian times

$$\exp\left[-\frac{\omega(Q_i-Q_j)^2}{4\hbar}\right]=e^{-\Delta^2/2}.$$

The product over modes is the Franck–Condon factor $e^{-S(0)}$, with $S(0)=\tfrac12\sum_\nu\Delta_\nu^2$.

For finite temperature, introduce $D(\alpha)=\exp(\alpha b^\dagger-\alpha^*b)$, which obeys $D^\dagger(\alpha)bD(\alpha)=b+\alpha$. Transforming $H$ with $U=\sum_i|i\rangle\langle i|\prod_\nu D(g_{i\nu})$ turns every oscillator term into $\hbar\omega_\nu b_\nu^\dagger b_\nu$. Since the $g$ are real, the displacements commute and combine:

$$U^\dagger HU=-J\sum_{\langle ij\rangle}|i\rangle\langle j|\prod_\nu D(g_{j\nu}-g_{i\nu})+\sum_\nu\hbar\omega_\nu b_\nu^\dagger b_\nu .$$

The coupling now sits entirely in the hop. To average it, write the thermal state of a mode with mean occupation $n$ as a mixture of coherent states $|\alpha\rangle$ with weight $e^{-|\alpha|^2/n}/\pi n$. Integration over the phase of $\alpha$ removes the off-diagonal elements between number states, and the radial integral gives the Bose probabilities $n^m/(1+n)^{m+1}$. From $D(\Delta)=e^{-\Delta^2/2}e^{\Delta b^\dagger}e^{-\Delta b}$,

$$\langle\alpha|D(\Delta)|\alpha\rangle=e^{-\Delta^2/2}e^{-2i\Delta\,\mathrm{Im}\,\alpha}.$$

The imaginary part of $\alpha$ is Gaussian with variance $n/2$, so averaging the phase factor gives $e^{-n\Delta^2}$. With $2n+1=\coth(\hbar\omega/2k_BT)$, the result is

$$J_{\rm eff}(T)=Je^{-S(T)},\qquad S(T)=\frac12\sum_\nu\Delta_\nu^2\coth\frac{\hbar\omega_\nu}{2k_BT}.$$

At zero temperature and to first order in $J$, projecting onto states without phonons leaves the original tight-binding problem with $J$ replaced by $J_{\rm eff}(0)$. The band keeps its shape and its width shrinks by $e^{-S(0)}$. At higher temperature $J_{\rm eff}(T)$ is the mean amplitude for a hop that leaves the phonons unchanged. It is not a diffusion rate, since hops that change the phonons are missing from it.

The sum must converge at long wavelengths. Suppose the forces from each site sum to zero and have the same isotropic dipole, $\sum_R F_x(R)\,(R-R_i)_x=P$ and likewise for $y$ and $z$, with no mixed terms. Their Fourier component is then proportional to $Pq$, and the difference between sites a distance $d$ apart brings a further factor of order $qd$. Hence $|\Delta F|^2/\omega^3\propto q^4/q^3=q$. With the three-dimensional weight $q^2dq$ the integral converges, and it still does when the thermal factor adds $1/q$.

For numbers, take a body-centred cubic host in the regime of niobium, with rough typical values: lattice constant $a=0.33$ nm, atomic mass 93 u, longitudinal sound speed $c=5.0$ km/s and force dipole $P=3.3$ eV. The bare $J=5$ meV is a chosen parameter. Central springs $K_1$ and $K_2$ join first and second neighbours. For long waves along a cube axis they give $M\omega^2=(K_1/3+K_2)a^2q^2$ for longitudinal and $K_1a^2q^2/3$ for transverse motion. Central forces in this lattice make the elastic constants $C_{12}$ and $C_{44}$ equal, so isotropy, $C_{11}-C_{12}=2C_{44}$, requires $C_{11}=3C_{44}$. Thus $K_1=Mc^2/a^2=35.5$ N/m and $K_2=2K_1/3=23.6$ N/m. This host has $C_{11}=215$ GPa and $C_{12}=C_{44}=72$ GPa, whereas niobium has roughly 246, 134 and 29 GPa. The model is therefore isotropic and more than twice as stiff in shear as the real metal, and the numbers below belong to the model.

Hydrogen sits on a tetrahedral site such as $(\tfrac12,\tfrac14,0)a$. It pushes host atoms radially with force $(7P/4a^2)\mathbf r$ on the four nearest, at separations $(\pm\tfrac12,-\tfrac14,0)a$ and $(0,\tfrac14,\pm\tfrac12)a$, and $(P/4a^2)\mathbf r$ on the next four, at $(\pm\tfrac12,\tfrac34,0)a$ and $(0,-\tfrac34,\pm\tfrac12)a$. The $xx$ component of the dipole is $P(\tfrac74\cdot\tfrac12+\tfrac14\cdot\tfrac12)=P$, as is $zz$, while $yy$ is $P(\tfrac74\cdot\tfrac14+\tfrac14\cdot\tfrac94)=P$. The force on a nearest host atom is 9.8 eV/nm.

Each tetrahedral site has four neighbours at $a/\sqrt8=0.117$ nm. For running waves with wavevector $\mathbf q$ and branch $s$ in a crystal of $N$ atoms,

$$S(0)=\frac1N\sum_{\mathbf q s}\frac{|\Delta F_{\mathbf qs}|^2}{4\hbar M\omega_{\mathbf qs}^3},$$

where $\Delta F_{\mathbf qs}$ is the Fourier transform of the force difference projected on the polarization vector. A numerical sum over 8000 wavevectors gives $S(0)=2.36$ and $\lambda=104.5$ meV. The mean phonon energy, weighted by $\Delta_\nu^2$, is $\lambda/2S(0)=22.1$ meV. Therefore

$$J_{\rm eff}(0)=5\ \text{meV}\times e^{-2.364}=5\ \text{meV}\times0.0940=0.47\ \text{meV}.$$

The width follows from the geometry. If $c_i$ is the component of largest magnitude in a band eigenvector, then $|E||c_i|=J_{\rm eff}|\sum_jc_j|\le4J_{\rm eff}|c_i|$, so $|E|\le4J_{\rm eff}$. The uniform state reaches $-4J_{\rm eff}$. To reach the other limit, the sites must split into two classes with every hop leading from one to the other. Modulo $a$, a site has one coordinate equal to $0$, one to $a/2$ and one to $\pm a/4$. A hop exchanges the role of the quarter coordinate with one of the other two. The parity of the assignment of roles to axes therefore changes at every hop and defines the classes. A state with opposite signs on the two classes has energy $+4J_{\rm eff}$. The bandwidth falls from $8J=40$ meV to $8J_{\rm eff}=3.8$ meV.

The exponent makes this result sensitive to the forces. At fixed $J$ and fixed phonons, a 10% larger force dipole multiplies $S(0)$ by 1.21, from 2.36 to 2.86, and lowers $J_{\rm eff}$ by a factor $e^{-0.50}\approx0.61$. The phonons matter to a similar degree: with the same forces, first- and second-neighbour force constants fitted to the elastic constants of niobium give $S(0)$ near 2.8 and $J_{\rm eff}$ near 0.3 meV.

First order in $J$ is an approximation, and here $J$ is 0.23 of the mean phonon energy. At second order hydrogen can pass through an intermediate site with phonons excited. Let $a_\nu$ and $b_\nu$ be the changes of $g_\nu$ in the two successive hops. Writing the energy denominator as $1/E=\hbar^{-1}\int_0^\infty d\tau\,e^{-E\tau/\hbar}$ requires the amplitude

$$\langle0|D(-b)e^{-\omega b^\dagger b\,\tau}D(-a)|0\rangle=\exp\left[-\frac{a^2+b^2}{2}-ab\,e^{-\omega\tau}\right]$$

for each mode, where the $b^\dagger b$ in the exponent on the left is the number operator. The result holds because evolution in imaginary time shrinks the coherent amplitude by $e^{-\omega\tau}$. The phonon-free intermediate state already belongs to the band and is removed by subtracting the limit $\tau\to\infty$. The second-neighbour matrix element for one route is

$$t_2=-\frac{J^2}{\hbar}e^{-2S(0)}\int_0^\infty d\tau\left[\exp\left(-\sum_\nu a_\nu b_\nu e^{-\omega_\nu\tau}\right)-1\right].$$

Numerical integration, adding both routes where two exist, gives a largest value of 3% of the first-neighbour element, with the same sign. Such hops connect sites of the same class, so they shift the uniform and the alternating state equally and leave their separation at $8J_{\rm eff}$ to this order.

A pair of sites coupled to one mode illustrates the next correction, though its size and sign in the crystal can differ. Changing the sign of one site state reverses $J$ and exchanges the even and odd levels. Their signed splitting is therefore odd in $J$, and its correction relative to $2Je^{-S}$ starts at order $J^2$. Numerical diagonalization with $S=2.36$ and a quantum of 22.1 meV gives a splitting 0.9% above the first-order value. In the opposite regime, $J$ much larger than both the phonon energies and $\lambda$, hydrogen spreads over both sites faster than the host can respond, and the formula no longer applies.

Temperature changes the picture more strongly. The exponent is 2.42 at 50 K, 2.84 at 100 K and 6.13 at 300 K, which gives $J_{\rm eff}=0.45$, 0.29 and 0.011 meV. Meanwhile, hops that change the phonons set in. Summing the golden rule over phonon states gives their rate to one neighbour,

$$\Gamma=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}dt\,[C(t)-C(\infty)],\qquad C(t)=\langle D(\Delta,t)D^\dagger(\Delta,0)\rangle,$$

with a product over modes understood. The constant $C(\infty)=e^{-2S(T)}$ belongs to the coherent motion. In time, $D(\Delta,t)=D(\Delta e^{i\omega t})$. The rule $D(\alpha)D(\beta)=D(\alpha+\beta)e^{(\alpha\beta^*-\alpha^*\beta)/2}$ with $\beta=-\Delta$ yields a phase $-i\Delta^2\sin\omega t$ and a net displacement of squared size $2\Delta^2(1-\cos\omega t)$. The thermal average depends on that size alone, so

$$C(t)=\exp\left\{-\sum_\nu\Delta_\nu^2\left[(1-\cos\omega_\nu t)\coth\frac{\hbar\omega_\nu}{2k_BT}+i\sin\omega_\nu t\right]\right\}.$$

At high temperature short times dominate. Replacing $1-\cos\omega t$ by $\omega^2t^2/2$, $\sin\omega t$ by $\omega t$ and the hyperbolic cotangent by $2k_BT/\hbar\omega$ gives $C\approx\exp(-\lambda k_BTt^2/\hbar^2-i\lambda t/\hbar)$, and the Gaussian integral is

$$\Gamma\approx\frac{J^2}{\hbar}\sqrt{\frac{\pi}{\lambda k_BT}}\;e^{-\lambda/4k_BT}.$$

The energy in the exponent is the cost of levelling the wells, $\lambda/4=26$ meV. The slope of an Arrhenius plot is smaller, because the prefactor also depends on temperature. This formula gives $-d\ln\Gamma/d(1/k_BT)=\lambda/4-k_BT/2$, or 13 meV at 300 K, and the full expression for $\Gamma$ gives about 10 meV. At that temperature the formula for $\Gamma$ gives $4.7\times10^{11}$ s$^{-1}$, against $5.0\times10^{11}$ s$^{-1}$ from numerical integration of the full expression to 1 ps, with a smooth cutoff over the second half. The full $\hbar\Gamma$ is 3% of $J_{\rm eff}$ at 50 K, roughly 45% at 100 K and about 30 times $J_{\rm eff}$ at 300 K. The two are equal near 130 K, which marks a crossover rather than a sharp limit. At room temperature this model describes incoherent hopping, and the narrow band has lost its meaning.

In a metal the conduction electrons also respond to the moving hydrogen. Treat their excitations as bosons with $\sum\Delta^2\delta(\omega-\omega_\nu)=2K/\omega$, taking $K=0.05$ and an upper cutoff $E_c=100$ meV, a rough hydrogen vibration energy, because faster excitations are counted in $J$. Excitations slower than the dressed tunnelling energy $J_*$ cannot follow the motion and are left out. The extra exponent is $\tfrac12\int(2K/\omega)d\omega=K\ln(E_c/J_*)$, so

$$J_*=J_{\rm eff}\left(\frac{J_*}{E_c}\right)^K,\qquad J_*=\left(J_{\rm eff}E_c^{-K}\right)^{1/(1-K)}=0.35\ \text{meV},$$

a reduction by a factor 0.75. At finite temperature the same bosons make $C(t)$ decay. For long times the exponent is $\int_0^\infty(2K/\omega)(2k_BT/\hbar\omega)(1-\cos\omega t)\,d\omega=2\pi Kk_BTt/\hbar$. This decay rate reaches $J_*/\hbar$ at about 13 K, where dephasing becomes comparable with tunnelling. Coherence does not end there. For two level sites with dephasing rate $\gamma$, the population difference $p$ obeys $\ddot p+\gamma\dot p+(2J_*/\hbar)^2p=0$ and oscillates until $\gamma=4J_*/\hbar$, which at fixed $J_*$ means about 50 K. At such temperatures $k_BT$ rather than $J_*$ sets the lower cutoff of the electronic dressing, the dressed element is somewhat larger, and the limit moves to about 60 K. Even this is below the phonon crossover, so in this model of a normal metal electrons limit coherence before phonons do.

Two further omissions can be estimated. Host vibrations modulate the barrier. If $J\propto e^{-B}$ with $B\propto\sqrt V$, then $|d\ln J/dV|=B/2V$. Take $B=\ln(100/5)=3.0$ and a rough barrier $V=150$ meV above the level. The zero-point displacement of a host atom, 3.6 pm along each axis, times 9.8 eV/nm changes $V$ by about 35 meV and $\ln J$ by about 0.35. At zero temperature the Gaussian average then raises $J$ by a factor $e^{0.35^2/2}\approx1.06$, an estimate that grows as the host warms. It counts one neighbour and ignores the shift of the barrier top, so the excess over 1 is known at best in order of magnitude. Excited hydrogen levels at 100 meV have a Boltzmann factor of only 0.02 at 300 K, but their matrix elements are larger and enter the hopping rate squared, so they may still contribute at room temperature.

In real niobium the assumption of equivalent sites can fail. In the model crystal, a second hydrogen atom 0.99 nm away along a cube axis detunes two neighbouring sites by up to 0.73 meV, depending on the pair, which is more than $J_{\rm eff}$. At 1.98 nm along an axis the largest detuning is 0.015 meV. Over all sites at about these two distances, in any direction, the largest values are about 1.3 and 0.04 meV. In an elastically isotropic host the part of the interaction between isotropic dipoles that falls off as $1/r^3$ vanishes. Niobium is anisotropic, so this part survives there, and the detuning can be larger and fall off more slowly: force constants fitted to its elastic constants give about 1.9 and 0.09 meV along a cube axis. A difference in dilation of $3.76\ \text{meV}/3.3\ \text{eV}=1.1\times10^{-3}$ between neighbouring sites detunes them by the whole bandwidth. On cooling, hydrogen in niobium also tends to collect at impurities or form hydride, which favours tunnelling between a few sites over an extended band. Below roughly 9 K niobium is superconducting, and the gap suppresses the electronic damping, so cold, dilute and weakly strained material is the favourable case. The value of $\lambda/4$ deserves caution too: the activation energy for hydrogen diffusion in niobium below about 250 K is roughly 70 meV, well above 26 meV. Suppose all of it were lattice reorganization, with $J$ and the mean phonon energy held fixed. Since the measured slope lies below $\lambda/4$, the latter would have to exceed 70 meV. Then $S(0)$ would be larger than $2.36\times70/26.1\approx6.3$ and $J_{\rm eff}$ smaller than about 0.01 meV. A bare matrix element that is small compared with the phonon energies should therefore be reduced before it enters a low-temperature band model, and the uncertainty of the host forces should be carried through the exponent.
